# Why proportional scaling tames the energy of a charged monolayer defect

Take a flat sheet of charge in the plane $z=0$, with charge $q$ on each area $A$. Repeat it vertically with period $H$, and fill the space with a uniform background of opposite charge, so that each cell of volume $AH$ is neutral. This is what remains of a charged defect in a periodic monolayer when its charge is averaged over the plane.

The sheet density is $\sigma=q/A$ and the background density is $-\sigma/H$. Reflection in the sheet makes the vertical field odd in $z$, so $E(H/2)=-E(-H/2)$. Periodicity makes the same two values equal, so both are zero. The field jumps by $\sigma/\varepsilon_0$ across the sheet, hence starts at $\sigma/2\varepsilon_0$ just above it. The background then reduces it at the rate $\sigma/(\varepsilon_0H)$:

$$E(z)=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{2z}{H}\right),\qquad 0<z<H/2 .$$

The two halves of the cell store equal energies. Since $\int_0^{H/2}(1-2z/H)^2dz=H/6$,

$$E_0=2A\,\frac{\varepsilon_0}{2}\,\frac{\sigma^2}{4\varepsilon_0^2}\,\frac H6=\frac{q^2H}{24\varepsilon_0A}=\frac{\pi KH}{6A},\qquad K=\frac{e^2}{4\pi\varepsilon_0}.$$

The last form takes $q=\pm e$, as below; $K=1.440$ eV nm.

Now double $H$ alone. The field at the sheet does not change, because it depends on charge per area. The same profile is stretched over twice the height, and the energy doubles. Added vacuum is not empty: it holds field and background.

Double all three lengths instead. The area grows fourfold, so the field falls to one quarter and its energy density to one sixteenth. The volume grows eightfold, and the energy halves. For a hexagonal cell of side $L$, with $A=\sqrt3L^2/2$ and $H=gL$ at fixed $g$,

$$E_0=\frac{\pi Kg}{3\sqrt3\,L}\longrightarrow0 .$$

This settles the planar average. A real defect is localized, and it must still be shown that the rest of its energy has a finite limit, and that this limit belongs to one isolated defect.

## A localized charge in a polarizable layer

Let the defect be a Gaussian charge of width $s$ in the plane, with density proportional to $e^{-r^2/2s^2}$. The layer is a thin sheet that polarizes along its plane. Atoms stay fixed, the response is linear, and the charge stays on the layer. The average potential in the cell is set to zero, the usual convention for a charged periodic cell.

The lateral array has Fourier components $\sigma_G=(q/A)e^{-G^2s^2/2}$, where $G$ is the length of a reciprocal vector in the plane. The uniform background contributes to $G=0$ alone. Away from the sheet, each other component of the potential therefore obeys $\phi''=G^2\phi$. The solution that is even and periodic in $z$ is

$$\phi_G(z)=\phi_G\frac{\cosh[G(H/2-|z|)]}{\cosh(GH/2)} .$$

Its slope just above the sheet is $-G\,T\phi_G$, with $T=\tanh(GH/2)$. Gauss's law equates $2\varepsilon_0GT\phi_G$ to the total sheet charge, defect plus induced. The in-plane polarization is $-2\varepsilon_0r_0\nabla\phi$, which defines the screening length $r_0$. The induced charge is minus its divergence, $2\varepsilon_0r_0\nabla^2\phi$, or $-2\varepsilon_0r_0G^2\phi_G$. Thus

$$2\varepsilon_0GT\phi_G=\sigma_G-2\varepsilon_0r_0G^2\phi_G
\quad\Rightarrow\quad
\phi_G=\frac{\sigma_G}{2\varepsilon_0G(T+r_0G)} .$$

In a linear medium the energy is half the defect charge times the potential, integrated over the cell. Different Fourier components are orthogonal, so each contributes $A\sigma_G\phi_G/2$. The prefactor is $q^2/(4\varepsilon_0A)=\pi K/A$. Adding the planar term, which in-plane polarization cannot screen because a laterally uniform potential has no in-plane gradient, gives

$$E(L,H)=\frac{\pi KH}{6A}+\frac{\pi K}{A}\sum_{G\ne0}\frac{e^{-G^2s^2}}{G(T+r_0G)} . \tag{1}$$

This is the electrostatic part of a defect formation energy. The full quantity also contains chemical bonding, atomic reservoirs and the energy of the exchanged electrons, whose band edge must use the same zero of potential as the charged cell. For a nonpolar layer, none of these removes the term proportional to $H$.

## Growing the vacuum alone

At fixed $L$ the smallest nonzero $G$ is fixed. As $H$ grows, $T$ approaches 1 with an error of about $2e^{-GH}$. The sum in (1) settles exponentially to a constant, while the first term keeps growing:

$$\frac{dE}{dH}\longrightarrow\frac{\pi K}{6A} .$$

The two parts have different causes. The lateral ripples of the potential decay into the vacuum as $e^{-G|z|}$, so vertical images soon stop feeling them. The planar average has no such decay. Seen from far above, a periodic array of defects is a charged plane.

Dropping the planar term by hand would leave a finite number, but at fixed $L$ that number still contains the interaction with lateral images. It is not yet the isolated energy.

## Growing all lengths together

With $H=gL$ the planar term vanishes as $1/L$. In the sum, each reciprocal vector occupies an area $(2\pi)^2/A$, which shrinks as the cell grows. The sum becomes an integral:

$$\frac{\pi K}{A}\sum_{G\ne0}\longrightarrow\frac{\pi K}{4\pi^2}\int_0^\infty2\pi G\,dG=\frac K2\int_0^\infty G\,dG .$$

At any fixed $G>0$, $GH$ tends to infinity and $T$ to 1. The few smallest vectors need separate care, because they shrink as $1/L$. The shortest has length $4\pi/(\sqrt3L)$, so $GH/2$ is never below $2\pi g/\sqrt3$, and $T$ stays above a positive constant. Each term is then at most a constant times $1/G$. In two dimensions the area element supplies a factor $G$, so all vectors below a small cutoff $\delta$ together contribute at most an amount of order $K\delta$. They cannot spoil the limit, which is

$$E_\infty=\frac K2\int_0^\infty\frac{e^{-G^2s^2}}{1+r_0G}\,dG . \tag{2}$$

It is finite because the Gaussian cuts off large $G$ and the integrand is finite at $G=0$. It is also the isolated energy: solving the same Poisson problem for one defect in infinite space gives potentials decaying as $e^{-G|z|}$, which means $T=1$, and a continuous range of $G$.

## How the limit is approached

A finite limit says nothing about speed. To find the speed, separate the screening from the unscreened response by the identity

$$\frac1{G(T+r_0G)}=\frac1{GT}-\frac{r_0}{T(T+r_0G)} .$$

The first piece, with the planar term, describes a lattice of charges in vacuum. For point charges $L$ is the one length left at fixed $g$, so the energy beyond the self-energy must be $Km(g)/L$, with $m$ a pure number set by the cell shape. The finite Gaussian width alters this at order $L^{-3}$.

The second piece stays finite as $G\to0$. Its sum differs from its integral at leading order for two reasons. The sum omits the point $G=0$, where the isolated integrand, apart from $r_0$, equals 1. And at the smallest vectors $1/T^2$ exceeds 1 by $\operatorname{csch}^2(GH/2)$. The sum minus the integral is thus $-1+\sum_{G\ne0}\operatorname{csch}^2(GH/2)$. Multiplying by $-\pi Kr_0/A$ gives

$$E=E_\infty+\frac{Km(g)}L+\frac{\pi Kr_0}{A}\left[1-\sum_{G\ne0}\operatorname{csch}^2\frac{GH}2\right]+O(L^{-3}). \tag{3}$$

The layer's screening is absent from the $1/L$ term. The interaction between distant images is carried by $G$ of order $1/L$, for which the sheet's response $r_0G$ tends to zero. A layer of fixed thickness fills an ever smaller fraction of the cell, and the images finally interact as if through vacuum.

Equation (3) requires $r_0G\ll T$ at the shortest reciprocal vectors. For cells at least as tall as they are wide, $T\simeq1$ and this means $L\gg4\pi r_0/\sqrt3$. Since $T\le GH/2$, flat cells also need $H\gg2r_0$.

## Numbers for a layer like MoS$_2$

Take a lattice constant of 0.32 nm, a thickness $t=0.6$ nm and an in-plane relative permittivity of 15. These are rough values typical of monolayer MoS$_2$. A thin slab has in-plane polarizability $\varepsilon_0(15-1)t$ per area; equating this to $2\varepsilon_0r_0$ gives

$$r_0=\frac{0.6\times14}{2}=4.2\ \text{nm}.$$

The defect width is chosen as $s=0.2$ nm. Numerical integration of (2) gives $E_\infty=0.486$ eV.

Start from a $6\times6$ cell with $L=H=1.92$ nm and $A=3.19$ nm$^2$. Its planar energy is $\pi(1.440)(1.92)/(6\times3.19)=0.453$ eV. Direct summation of (1) gives the energies below, in eV. The factor multiplies $H$ alone, both lengths, or $L$ alone.

| Factor | $H$ alone | Both | $L$ alone |
|---:|---:|---:|---:|
| 1 | 0.541 | 0.541 | 0.541 |
| 2 | 0.995 | 0.410 | 0.298 |
| 4 | 1.902 | 0.388 | 0.310 |
| 8 | 3.715 | 0.407 | 0.386 |
| 16 | 7.343 | 0.434 | 0.477 |
| 32 | 14.598 | 0.456 | 0.573 |
| 64 | 29.108 | 0.469 | 0.669 |

The first column rises by 0.236 eV per nanometre of vacuum, as $\pi K/(6A)$ requires. The second first falls below $E_\infty$ and then climbs back towards it. Its approach is slow: at factor 64, where $L=122.9$ nm, it is still 0.016 eV below the limit.

Equation (3) accounts for this remainder. An Ewald sum gives $m(1)=-1.498$, so the first coefficient is $-2.157$ eV nm; the second is 21.57 eV nm$^2$. At this size

$$-\frac{2.157}{122.9}+\frac{21.57}{122.9^2}=-0.0176+0.0014=-0.016\ \text{eV}.$$

The small cells lie outside the range of (3), which asks for $L$ well above 30 nm. This matters for extrapolation. If the energy were $E_x+c/L$, cells with factors 1 and 2 would give $E_x=2E_2-E_1$. Here that is $2(0.410)-0.541=0.279$ eV, which is 0.206 eV below the isolated energy of the same model. The limit exists, but a straight line through these two cells does not find it.

The cell shape can remove the leading error. In cells taller than they are wide, the number $m$ passes through zero at $H/L=3.48$, where the positive planar energy balances the negative remainder of the lattice energy. (A second zero, near $H/L=0.22$, belongs to very flat cells, where vertical images are close. It is much less useful: there the coefficient of $L^{-2}$ is about $-237$ eV nm$^2$, against $+22$ at $H/L=3.48$.) At $L=160$ nm the error relative to $E_\infty$ is then 0.0008 eV, while (3) gives about $-0.013$ eV for $H=L$. The term in $L^{-2}$ survives, and (3) itself fails in small cells, so this shape is no cure there.

## Other ways to grow the cell

The last column of the table also diverges, though gently. With $H$ fixed and $L$ growing, the planar term vanishes as $1/L^2$, but now $GH$ becomes small at the smallest vectors. There $T\simeq GH/2$, and the denominator in (1) becomes $G^2(H/2+r_0)$. Replacing the sum by an integral that starts near $G\sim1/L$,

$$\frac{\pi K}{A}\,\frac{A}{2\pi}\int_{\sim1/L}\frac{dG}{G\,(H/2+r_0)}
=\frac{K}{H+2r_0}\ln L+\text{constant}.$$

Each defect and its vertical images form a charged column, and the potential of a line charge is logarithmic. The stack of layers weakens it by the factor $1+2r_0/H$. Doubling $L$ should add $1.440\ln2/(1.92+8.4)=0.0967$ eV; summation of (1) between 80 and 160 nm gives 0.0965 eV.

Fixed proportions are therefore sufficient but not necessary. When both lengths grow, two unwanted contributions must vanish: the planar one, of order $KH/L^2$, and the column one, at most of order $K(\ln L)/H$. They cannot cancel each other in the limit, because the first survives only if $H$ grows at least as fast as $L^2$, and the second only if $H$ grows no faster than $\ln L$. The isolated limit is reached when

$$\frac H{L^2}\to0\qquad\text{and}\qquad\frac{\ln L}{H}\to0 .$$

A height growing as $L^{3/2}$ qualifies. A height growing as $L^2$ is a borderline case. For $H=L^2/b$, the planar energy stays at $\pi K/(3\sqrt3\,b)$, which is 0.0435 eV for $b=20$ nm. The total then converges, but to a value too high by that amount. A finite limit alone does not certify an isolated defect.

The geometry behind all these cases is the shape of the charge array as seen from afar. Height-only growth leaves isolated charged planes, whose potential is linear in distance. Width-only growth leaves isolated charged lines, whose potential is logarithmic. Proportional growth separates the charges in every direction, and their interaction falls as $1/L$, or faster for the special shapes with $m=0$.

## What the thin sheet leaves out

A real layer has thickness and also polarizes across its plane. Replace the sheet by a slab 0.6 nm thick, with relative permittivities 15 along the plane and 6 across it, keeping the defect charge in the middle plane. Solving the same Poisson problem with these layers raises the isolated energy from 0.486 to 0.591 eV. The finite-cell errors, each relative to the isolated energy of its own model, are as follows.

| Factor, both lengths | Sheet (eV) | Slab (eV) |
|---:|---:|---:|
| 1 | 0.056 | −0.211 |
| 2 | −0.075 | −0.148 |
| 4 | −0.098 | −0.115 |

In the smallest cell even the sign changes. Most of the change comes from the planar field. Within the slab this field is divided by 6, so its energy there falls by the fraction $1-1/6$. The slab occupies $0.6/1.92=0.3125$ of the height, and the share of $E_0$ originally stored in it is $1-(1-0.3125)^3=0.675$. The planar energy therefore drops by $0.453\times0.675\times5/6=0.255$ eV, out of a total change of 0.267 eV.

The limit argument survives. Far from the slab the planar field is unchanged, so height-only growth has the same final slope, and proportional growth still dilutes the field. But a correction taken from a model, by subtracting its finite-cell error from a computed energy, needs a realistic thickness and out-of-plane response in cells this small. The straight-line extrapolation from factors 1 and 2 also misses for the slab, by $2(-0.148)+0.211=-0.085$ eV.

The assumption that charge stays on the layer can fail more abruptly. For a negative defect the background is positive and attracts electrons into the vacuum. The depth of this well, from the layer to the middle of the vacuum, is the integral of the planar field times $e$:

$$\Delta=e\int_0^{H/2}|E|\,dz=\frac{e^2}{2\varepsilon_0A}\,\frac H4=\frac{\pi KH}{2A}.$$

In the starting cell it is 1.36 eV. If the extra electron is bound to the layer by roughly 4 eV, the depth reaches that value at $H=5.65$ nm with $L$ held at 1.92 nm. The well is parabolic, and its zero-point energy at this height, 0.14 eV for a free electron mass, delays the crossing slightly. The layer's thickness delays it more: counted from the surface of a layer 0.6 nm thick, the depth reaches 4 eV only at $H=6.8$ nm; counted from the middle plane, with the field inside the layer divided by 6, it does so at 6.6 nm. Beyond the crossing, an electronic-structure calculation free to find its ground state can lower its energy by moving charge off the layer. At first only a fraction of an electron per cell leaves, because the charge that moves also weakens the field that drives it. The larger entries of the height-only column then describe a constrained charge, not the state such a calculation would reach. Under proportional growth the well becomes shallower: at factor 4 its depth is 0.34 eV.

For MoS$_2$ itself, then, the parameters are of the right rough size, but the energies are those of a model charge. An actual defect has its own charge distribution, its neighbouring atoms relax, and a substrate adds screening. These effects change the isolated energy by amounts this model cannot supply. Provided the charge remains localized, and the layer and any substrate are insulating and of fixed thickness, they do not alter the final slope of the energy with height, which is what separates the two ways of enlarging the cell.
